# Wrinkle Amplitude of a Stiff Film on a Soft Substrate

## 1. A film that cannot shorten

Lay a thin film on a soft, deep substrate and reduce the distance between its ends by a fraction $\epsilon$. Suppose first that the film bends but cannot change its length. It must then leave the plane. Take the height to be

$$w=A\cos kx ,$$

where $A$ is half the peak-to-trough height. For small slopes, an arc above a horizontal interval $dx$ has length $\sqrt{1+w'^2}\,dx\approx(1+w'^2/2)\,dx$. The average extra length must make up for the shortening:

$$\epsilon=\tfrac12\langle w'^2\rangle=\tfrac12k^2A^2\langle\sin^2kx\rangle=\tfrac14k^2A^2 ,\qquad A=\frac{2\sqrt\epsilon}{k}.$$

Geometry fixes the amplitude once the wavelength is known. The wavelength is a compromise. Short waves bend the film sharply, while long waves are high and deform the substrate deeply. Sections 2 and 3 show that the two energies per unit area are $Eh^3k^4A^2/48$ and $SkA^2/8$, where $h$ is the film thickness and $E$ and $S$ are the elastic moduli of film and substrate defined below. With $A^2=4\epsilon/k^2$ their sum is

$$\epsilon\left(\frac{Eh^3k^2}{12}+\frac{S}{2k}\right).$$

Its derivative with respect to $k$ vanishes when $Eh^3k/6=S/(2k^2)$, that is, when $(kh)^3=3S/E$.

This film wrinkles at any compression, however small. A real film can also shorten elastically, and at small $\epsilon$ that is cheaper. Allowing for it produces a threshold $\epsilon_c$ and the law

$$A=h\sqrt{\frac{\epsilon}{\epsilon_c}-1},\qquad \epsilon_c=\frac14\left(\frac{3S}{E}\right)^{2/3}. \tag{1}$$

## 2. Energy of the film

The length in the lateral direction $y$ is held fixed, so each material enters through its plane-strain modulus:

$$E=\frac{E_f}{1-\nu_f^2},\qquad S=\frac{E_s}{1-\nu_s^2},$$

with Young moduli $E_f,E_s$ and Poisson ratios $\nu_f,\nu_s$ of film and substrate. We assume $S\ll E$. All energies are per unit area, and $\langle\cdot\rangle$ is an average over $x$.

A film point moves by $-\epsilon x+u(x)$ along $x$ and by $w(x)$ upward, with $u$ periodic. An element of unit length acquires the length

$$\sqrt{(1-\epsilon+u')^2+w'^2}\approx1-\epsilon+u'+\tfrac12w'^2 ,$$

so the membrane strain, positive in tension, is $\eta=u'+\tfrac12w'^2-\epsilon$. Bending adds a strain $-\zeta w''$ at distance $\zeta$ from the midplane. The cross term between the two integrates to zero over the thickness, and $\int_{-h/2}^{h/2}\zeta^2d\zeta=h^3/12$. Hence

$$U_{\rm film}=\frac{Eh}{2}\langle\eta^2\rangle+\frac{Eh^3}{24}\langle w''^2\rangle .$$

**Eliminating $u$.** At leading order we neglect the shear traction between film and substrate; Section 7 estimates its effect. Then $u$ appears in the membrane term alone. Split that term into mean and fluctuation:

$$\langle\eta^2\rangle=\langle\eta\rangle^2+\langle(\eta-\langle\eta\rangle)^2\rangle .$$

Since $u$ is periodic, $\langle u'\rangle=0$, and the mean $\langle\eta\rangle=\tfrac12\langle w'^2\rangle-\epsilon$ does not depend on $u$. The fluctuation is removed by choosing $u'=\tfrac12\langle w'^2\rangle-\tfrac12w'^2$. For the cosine, $\tfrac12w'^2=\tfrac14k^2A^2(1-\cos2kx)$, so

$$u'=\tfrac14k^2A^2\cos2kx,\qquad u=\tfrac18kA^2\sin2kx,\qquad \eta=\tfrac14k^2A^2-\epsilon .$$

The film slides slightly along itself until its membrane strain is uniform. With $\langle w''^2\rangle=k^4A^2/2$,

$$U_{\rm film}=\frac{Eh}{2}\left(\frac{k^2A^2}{4}-\epsilon\right)^2+\frac{Eh^3k^4A^2}{48}. \tag{2}$$

## 3. Energy of the substrate

Let the substrate fill $z<0$, with shear modulus $G$ and $\nu=\nu_s$. Its equilibrium equation is $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$. Try displacements that decay with depth:

$$u_x=(a-dz)e^{kz}\sin kx,\qquad u_z=(A+dz)e^{kz}\cos kx .$$

The divergence is $\Delta\,e^{kz}\cos kx$ with $\Delta=k(a+A)+d$; the terms proportional to $z$ cancel. Since $\nabla^2(ze^{kz}\cos kx)=2ke^{kz}\cos kx$, the $z$ component of equilibrium reads

$$2(1-2\nu)kd+k\Delta=0\quad\Rightarrow\quad k(a+A)=-(3-4\nu)d , \tag{3}$$

and the $x$ component gives the same condition. At the surface the shear stress is

$$\sigma_{xz}=G(ka-d-kA)\sin kx .$$

Setting it to zero gives $d=k(a-A)$. Put this into (3): $a+A=-(3-4\nu)(a-A)$, so

$$a=\frac{1-2\nu}{2(1-\nu)}A,\qquad d=-\frac{kA}{2(1-\nu)} .$$

The normal stress at the surface has amplitude $2G[\,d+kA+\nu\Delta/(1-2\nu)]$. By (3), $\Delta=-2(1-2\nu)d$, and the amplitude becomes

$$2G\,[kA+(1-2\nu)d]=2GkA\left[1-\frac{1-2\nu}{2(1-\nu)}\right]=\frac{GkA}{1-\nu}=\frac{Sk}{2}A ,$$

because $S=2G/(1-\nu)$. The substrate is a spring whose stiffness per area, $Sk/2$, grows with $k$: a wave of wavenumber $k$ deforms a layer of depth about $1/k$. The stored energy is half the product of traction and displacement, averaged:

$$U_{\rm sub}=\frac12\left\langle\frac{Sk}{2}A^2\cos^2kx\right\rangle=\frac{SkA^2}{8}. \tag{4}$$

**If the surface cannot slide.** A bonded film is very stiff against stretching, so it nearly blocks the first-harmonic tangential motion $a$. With $a=0$, (3) gives $d=-kA/(3-4\nu)$, and the normal stress amplitude is

$$2GkA\left[1-\frac{1-2\nu}{3-4\nu}\right]=\frac{4G(1-\nu)}{3-4\nu}kA .$$

This is larger than the shear-free value by the factor $4(1-\nu)^2/(3-4\nu)$. The factor is 1 for an incompressible substrate, 1.0004 for $\nu=0.49$ and 1.089 for $\nu=0.30$. A finite-element calculation of the substrate energy agrees at both of the last two values. For a bonded film on a clearly compressible substrate, $S$ should be multiplied by this factor at leading order. Normal and tangential motions are then coupled, and the remaining correction is of relative order $kh$, larger than the order $\epsilon_c$ found in Section 7 for an incompressible substrate.

## 4. Minimising over amplitude and wavenumber

Add (2) and (4) and take out the common factor:

$$U=\frac{Eh}{2}\left[\left(\frac{k^2A^2}{4}-\epsilon\right)^2+\frac{k^2A^2}{2}\,e(k)\right],\qquad e(k)=\frac{h^2k^2}{12}+\frac{S}{2Ehk}. \tag{5}$$

To check the factors, $\frac{Eh}{2}\cdot\frac{k^2A^2}{2}\cdot\frac{h^2k^2}{12}=\frac{Eh^3k^4A^2}{48}$ and $\frac{Eh}{2}\cdot\frac{k^2A^2}{2}\cdot\frac{S}{2Ehk}=\frac{SkA^2}{8}$. Expanding the square gives

$$U=\frac{Eh\epsilon^2}{2}-\frac{Ehk^2}{4}\,[\epsilon-e(k)]\,A^2+\frac{Ehk^4}{32}A^4 . \tag{6}$$

This is the weakly nonlinear energy. The quadratic coefficient changes sign at $\epsilon=e(k)$, which is therefore the threshold for wavenumber $k$. The positive quartic term comes from membrane stretching, and it limits the growth.

**Amplitude.** Let $q=k^2A^2/4\ge0$, the length taken up by the wave. Then $U=\frac{Eh}{2}[\epsilon^2-2q(\epsilon-e)+q^2]$, a parabola in $q$. If $\epsilon\le e(k)$, its lowest allowed point is $q=0$ and the film stays flat. If $\epsilon>e(k)$, the minimum is at

$$\frac{k^2A^2}{4}=\epsilon-e(k),\qquad U=\frac{Eh}{2}\left\{\epsilon^2-[\epsilon-e(k)]^2\right\}. \tag{7}$$

**Wavenumber.** By (7), the lowest energy belongs to the smallest $e(k)$. Setting its derivative to zero,

$$e'(k)=\frac{h^2k}{6}-\frac{S}{2Ehk^2}=0\quad\Rightarrow\quad (kh)^3=\frac{3S}{E}.$$

This is a minimum, since $e''=h^2/6+S/(Ehk^3)>0$. The strain $\epsilon$ has dropped out, so in this leading-order model the wavelength $2\pi/k$ stays fixed as compression increases. At this $k$ we have $S/(Eh)=h^2k^3/3$, and the threshold is

$$\epsilon_c=\frac{h^2k^2}{12}+\frac{h^2k^2}{6}=\frac{h^2k^2}{4}=\frac14\left(\frac{3S}{E}\right)^{2/3}.$$

One third comes from bending and two thirds from the substrate. Finally, insert $k^2=4\epsilon_c/h^2$ into (7):

$$A^2=\frac{4(\epsilon-\epsilon_c)}{k^2}=h^2\,\frac{\epsilon-\epsilon_c}{\epsilon_c},$$

which is (1).

**Stress.** The membrane strain in the wrinkled state is $k^2A^2/4-\epsilon=-\epsilon_c$. Beyond threshold the mean film stress stays at $-E\epsilon_c$, and further shortening goes into the waves. The energy $U$ relative to its value in the compressed flat state is $1-(1-\epsilon_c/\epsilon)^2$. The energy of the substrate's uniform compression is the same in both states and is not included in $U$.

## 5. Could another shape do better?

Let $w$ be a sum of cosines with different wavenumbers $k_n$, amplitudes $A_n$ and arbitrary phases. Bending and substrate energies are quadratic in $w$, so different wavenumbers contribute separately. After $u$ is eliminated, the membrane energy depends on $\langle w'^2\rangle$, which is also a sum. With $q_n=k_n^2A_n^2/4$ and $Q=\sum_nq_n$,

$$U=\frac{Eh}{2}\Big[(Q-\epsilon)^2+2\sum_nq_n\,e(k_n)\Big]\ \ge\ \frac{Eh}{2}\left[(Q-\epsilon)^2+2\epsilon_cQ\right],$$

because $e(k_n)\ge\epsilon_c$. Equality requires every wave present to have the critical wavenumber. For $\epsilon>\epsilon_c$ the right side is smallest at $Q=\epsilon-\epsilon_c$, the value already found. Within this model the single cosine is the global minimum, up to a shift along $x$.

A numerical minimisation agrees. It used a length of six critical wavelengths, twelve cosine harmonics of $w$, twenty-four sine harmonics of $u$ and random starting shapes. The sixth harmonic alone survived, with $A/h=0.2236$, $0.7071$ and $1.4142$ at $\epsilon/\epsilon_c=1.05$, $1.5$ and $3$. At $\epsilon/\epsilon_c=0.9$ the film returned to the flat state.

## 6. Limits, and a different foundation

**Just above threshold**, $A$ rises as the square root of the excess strain, with infinite initial slope. A small error in $\epsilon_c$ or $\epsilon$ then changes $A$ strongly.

**Far above threshold**, with $\epsilon$ still much less than 1, $A\to h\sqrt{\epsilon/\epsilon_c}=2\sqrt\epsilon/k$, since $h/\sqrt{\epsilon_c}=2/k$. This is the film of Section 1. Its elastic shortening is now a small part of the total.

**"Small strain" does not mean close to threshold.** From (7), the largest slope is $kA=2\sqrt{\epsilon-\epsilon_c}$. The expansion needs small slopes, hence $\epsilon\ll1$, but the ratio $\epsilon/\epsilon_c$ may be large. The amplitude may exceed the thickness.

**Independent springs.** The prefactor $h$ in (1) belongs to the deep elastic substrate. Suppose instead that the foundation has a stiffness $K$ per area that does not depend on $k$. Its energy is $\tfrac12K\langle w^2\rangle=KA^2/4$. Matching this to $\frac{Eh}{2}\cdot\frac{k^2A^2}{2}\,e_{\rm found}$ gives $e_{\rm found}=K/(Ehk^2)$, so

$$e(k)=\frac{h^2k^2}{12}+\frac{K}{Ehk^2},\qquad e'=0\ \Rightarrow\ k^4=\frac{12K}{Eh^3}.$$

The two terms are then equal, and $\epsilon_c=h^2k^2/6$. Equation (7) still holds, and $4/k^2=2h^2/(3\epsilon_c)$, so

$$A=\sqrt{\tfrac23}\;h\sqrt{\frac{\epsilon}{\epsilon_c}-1}.$$

The square-root law survives, while its coefficient records how the foundation stiffness varies with wavelength.

## 7. What the neglected shear traction costs

Consider an incompressible substrate, $\nu_s=1/2$, for which $S=4G$. For a purely tangential surface displacement of amplitude $a$ and wavenumber $p$, (3) gives $d=-pa$. The shear stress amplitude is then $2Gpa$ and the normal stress vanishes, so tangential and normal motions do not couple. The tangential energy is $\tfrac14(2Gpa)a=Spa^2/8$. Two tangential motions matter.

1. The sliding found in Section 2 has $a=kA^2/8$ and $p=2k$. It costs $Sk^3A^4/256$. Relative to the quartic term of (6) this is $S/(8Ehk)=(kh)^2/24=\epsilon_c/6$.
2. The interface lies $h/2$ below the midplane, so rotation of the film moves it sideways with amplitude $khA/2$. This costs $\frac{SkA^2}{8}\cdot\frac{k^2h^2}{4}$, a fraction $\epsilon_c$ of the substrate energy (4).

Both corrections are of relative order $\epsilon_c$. A minimisation for a bonded film at $\epsilon=2\epsilon_c$, with one harmonic of $w$ and two of $u$, gave $\delta A/A=-6.5\times10^{-4}$ for $\epsilon_c=5.2\times10^{-3}$ and $-1.4\times10^{-4}$ for $\epsilon_c=1.12\times10^{-3}$. In both cases $\delta A/A\approx-0.12\,\epsilon_c$, which confirms the scaling at this load. The coefficient depends on the load and grows large close to threshold, where the small shift of $\epsilon_c$ dominates.

Nonlinear elasticity of the substrate has not been computed. Its quartic energy should be of order $Sk^3A^4$, again smaller than the quartic term of (6) by a factor of order $\epsilon_c$. The overall compression of the substrate should also change its stiffness by a relative amount of order $\epsilon$. These are estimates of scale.

## 8. Example: an oxide membrane on an elastomer

Take a gallium oxide membrane with $h=100$ nm on a soft elastomer 1 mm thick, compressed by $\epsilon=0.100\,\%$. Rough typical values are $E_f=200$ GPa, $\nu_f=0.30$, $E_s=2.0$ MPa and $\nu_s=0.49$. Then $E=219.8$ GPa, $S=2.632$ MPa and $S/E=1.1975\times10^{-5}$, so

$$kh=(3\times1.1975\times10^{-5})^{1/3}=0.0330,\qquad \epsilon_c=\frac{(0.0330)^2}{4}=0.0272\,\% .$$

The wavelength is $2\pi\times100\ \text{nm}/0.0330=19.0\ \mu$m. With $\epsilon/\epsilon_c=3.674$,

$$A=100\ \text{nm}\times\sqrt{2.674}=164\ \text{nm},$$

a peak-to-trough height of 327 nm. The waves are higher than the film is thick, yet the largest slope is 0.054. The next term in the arc length is then a relative correction of about 0.05 %.

**Stress and strain.** A flat film would carry a compressive stress of 220 MPa; wrinkling lowers the mean to 60 MPa. The energy $U$, which leaves out the uniform compression of the elastomer, falls to 47 % of its flat-state value. The peak bending strain is $k^2Ah/2=0.089\,\%$. Combined with the membrane strain, it gives at most 0.062 % tension and 0.116 % compression in the film. The interface must carry a normal traction of up to $SkA/2=71$ kPa, pulling as well as pushing. If adhesion fails, the film buckles away from the substrate and (1) does not apply.

**Beside the real case.** Thin gallium oxide membranes on elastomers are of interest for flexible electronics. The inputs above are representative and do not describe a particular specimen. The crystal is elastically anisotropic, while the model film is isotropic. With all else fixed, changing the film modulus by $-20\,\%$ or $+20\,\%$ gives $A=147$ or $177$ nm. A stiffer film has a lower threshold and a longer wave. Brittle oxide films often crack at tensile strains of some tenths of a per cent to about one per cent, depending on flaws. The computed tension lies below that rough range, which does not guarantee survival of a flawed film.

**Depth and bonding.** Here $k$ times the substrate depth is 330, so the substrate is effectively infinite. Even at a value of 5, with a clamped base, its stiffness would change by about 0.5 %. Bonding the film changes $A$ by $-0.03\,\%$. Both effects are negligible beside the uncertainty of the moduli.

**Length of the film.** The example assumes that the ends of the film are displaced together with those of the elastomer, and that the elastomer is held flat, for instance by a rigid base that is shortened with it. A free slab of this thickness, a few centimetres long, could buckle as a whole instead. If the film has free ends and is loaded only through the elastomer, its strain builds up from the ends by shear. For an elastomer of thickness $H$ and shear modulus $G$ on a rigid base that is itself shortened by $\epsilon$, a simple shear-lag estimate gives the build-up length $\sqrt{EhH/G}\approx5.7$ mm. A film that stayed flat would have to be many times longer than this for its middle to receive nearly the full strain. In this estimate, the middle of the film first reaches the threshold at a length of about 1 cm. Beyond that length the wrinkled part carries the fixed force $Eh\epsilon_c$ and needs no further shear, so only two flat end zones of about 5 mm remain and the middle takes the full strain. The in-plane stiffness of the elastomer smooths this change over a few $H$; a film about 2 cm long has nearly the full strain in its middle. The estimate ignores the push of the elastomer beyond the film's ends, so where the elastomer extends past the film the minimum length is somewhat smaller, though still several millimetres.

**Lateral strain.** The condition of fixed lateral length can matter more. For film strains $\epsilon_x,\epsilon_y$, the stress along $x$ is $E(\epsilon_x+\nu_f\epsilon_y)$. Suppose the elastomer expands laterally by $\nu_s\epsilon$ and the film follows it fully. The film is then stretched along $y$, and the driving strain falls to $\epsilon(1-\nu_f\nu_s)=0.0853\,\%$. The amplitude becomes 146 nm. This is a limiting case: to impose its own strain on the film, a free elastomer of thickness $H$ must be much stiffer in the plane than the film, $SH\gg Eh$. For $H=1$ mm the ratio $SH/(Eh)$ is only 0.12, so the film would hold back most of the expansion and the amplitude would stay closer to 164 nm.

**Temperature.** Let the elastomer contract more than the film by roughly $3\times10^{-4}$ per kelvin. Suppose again that the film follows the elastomer fully, as it would on a much thicker one whose ends and sides are free to move with the contraction. Cooling by 0.5 K then adds a compression $\delta=0.015\,\%$ in both directions. The driving strain is $\epsilon+(1+\nu_f)\delta=0.1195\,\%$, and $A$ rises from 164 to 184 nm. By (1), a small change $d\epsilon$ of the driving strain changes $A$ by the fraction $d\epsilon/[2(\epsilon-\epsilon_c)]$. The sensitivity is high because one kelvin adds $(1+\nu_f)\times0.03\,\%=0.039\,\%$, about half of the excess strain $\epsilon-\epsilon_c=0.073\,\%$. For these parameters, a measured amplitude can serve as a gauge of strain only if temperature and lateral constraint are controlled. If the wavelength is measured too, (7) with $\epsilon_c=k^2h^2/4$ gives the driving strain as $k^2(A^2+h^2)/4$; the moduli drop out, and an error of 10 % in the thickness costs 5 to 6 %. With the amplitude alone, the thickness and both moduli must be well known. An error of 20 % in the film modulus, or of 10 % in the thickness, then shifts the inferred strain by roughly 10 to 20 %.

In the same limit, cooling also loads the film laterally. With the stress along $x$ held at its critical value, the lateral compressive stress reaches 0.80 of the flat-film threshold. Existing wrinkles alter the lateral bending stiffness, so this ratio is a guide and not a stability criterion. Under larger biaxial compression, two-dimensional patterns may replace the parallel waves, and the one-dimensional energy no longer suffices. The numerical output below lists most of the values used here; the others follow from the formulas given.

## Values computed for the example and the checks

```
film thickness: 100 nm
film Young modulus: 200 GPa, Poisson 0.30
substrate Young modulus: 2.0 MPa, Poisson 0.49
applied compressive strain: 0.100 %
film plane-strain modulus: 219.8 GPa
substrate plane-strain modulus: 2.632 MPa
modulus ratio S/E: 1.1975e-05
k h: 0.03300
critical strain: 0.02722 %
strain / critical strain: 3.6739
wavelength: 19.04 um
amplitude A: 163.5 nm
peak-to-trough height: 327.0 nm
Poisson 0.30: FE stiffness/(S k/2) = 1.00000
  held/free stiffness, FE: 1.08889, formula: 1.08889
Poisson 0.49: FE stiffness/(S k/2) = 1.00000
  held/free stiffness, FE: 1.00038, formula: 1.00038
strain/critical, A/h minimised, A/h formula:
  0.9000  0.00000  0.00000
  1.0500  0.22361  0.22361
  1.5000  0.70711  0.70711
  3.0000  1.41421  1.41421
  3.6739  1.63519  1.63519
membrane strain after wrinkling: -0.02722 %
energy / flat-state energy: 0.47030
k h found by energy search: 0.03300
film stress if flat: 219.8 MPa
mean film stress when wrinkled: 59.8 MPa
peak bending strain: 0.0890 %
peak tensile film strain: 0.0618 %
peak compressive film strain: 0.1162 %
peak interface normal traction: 71.0 kPa
amplitude change by bonding: -0.0253 %
S/E=1e-03, strain 2x critical, bonded: dA/A = -6.452e-04, eps_c = 5.200e-03
S/E=1e-04, strain 2x critical, bonded: dA/A = -1.398e-04, eps_c = 1.120e-03
maximum slope k A: 0.0540
error of quadratic shortening: 0.0545 %
k x substrate depth (depth 1 mm): 330
stiffness change if k x depth were 5: 0.53 %
A for film modulus -20 %: 147.2 nm
A for film modulus +20 %: 177.4 nm
driving strain, lateral expansion free: 0.0853 %
A, lateral expansion free: 146.1 nm
differential expansion (rough): 3.0e-04 per K
thermal strain for 0.5 K cooling: 0.0150 %
driving strain after cooling: 0.1195 %
A after cooling: 184.1 nm
lateral load / critical after cooling: 0.801
```
